\section*{Peak temperature and coverage in second-order recombinative desorption}

\section{A case that can be seen through}

Atoms sit on a surface and can leave only in pairs. Let $\theta$ be their coverage in monolayers (ML), and let the rate constant grow exponentially in time, with a fixed growth time $s$:
\begin{equation}
\frac{d\theta}{dt}=-\kappa e^{t/s}\theta^2,\qquad \theta\to\theta_0\ \text{as}\ t\to-\infty .
\end{equation}
Dividing by $-\theta^2$ gives $d(1/\theta)/dt=\kappa e^{t/s}$, and integration from $-\infty$ gives $1/\theta=1/\theta_0+\kappa s e^{t/s}$. Define
\begin{equation}
z=\theta_0\kappa s\,e^{t/s},\qquad y=\frac{\theta}{\theta_0}=\frac{1}{1+z}.
\end{equation}
The desorption rate is $r=-d\theta/dt=\kappa e^{t/s}\theta_0^2y^2=(\theta_0/s)\,z\,y^2$. Since $zy=1-y$,
\begin{equation}
r=\frac{\theta_0}{s}\,y(1-y).
\end{equation}
As $y$ falls from 1 to 0, this product has its maximum at $y=1/2$. There $z=1$, so the peak time is
\begin{equation}
t_p=-s\ln(\theta_0\kappa s).
\end{equation}
Half the atoms remain at the peak, and each factor $e$ in $\theta_0$ brings the peak forward by $s$. The reason is that the loss per atom is proportional to $\theta$: a fuller layer reaches half coverage while the rate constant is still smaller.

A heated surface behaves almost like this. Its rate constant is nearly exponential in time over the width of the peak, but not quite, and the difference moves the peak slightly away from one half.

\section{The model and the statement}

Now let the rate constant be of Arrhenius form and the temperature rise linearly:
\begin{equation}
r=-\frac{d\theta}{dt}=\nu\theta^2e^{-E/k_BT},\qquad T=T_0+\beta t. \label{rate}
\end{equation}
The barrier $E$ and the prefactor $\nu$ are constant. Here $\nu$, in s$^{-1}$ per ML, counts atoms lost; a rate counted in molecules is half of $r$ and peaks at the same temperature. The factor $\theta^2$ assumes that partners meet at random. Desorbed molecules do not return. Write
\begin{equation}
x=\frac{E}{k_BT},\qquad \delta=\frac{k_BT^2}{E}=\frac{T}{x},
\end{equation}
and let a subscript $p$ denote the rate maximum. Because $d\ln(e^{-x})/dT=1/\delta$, the time $\delta/\beta$ needed to heat through the interval $\delta$ plays the part of $s$.

For a ramp that starts cold enough, there is one maximum, and
\begin{equation}
\frac{\theta_p}{\theta_0}=\frac12+\frac1{x_p}-\frac3{x_p^2}+\dots,\qquad
\frac{dT_p}{d\ln\theta_0}\simeq-\frac{k_BT_p^2}{E}\quad(x_p\gg1). \label{claim}
\end{equation}
The fraction lies above one half for every finite $x_p$; one half is its limit for $x_p\to\infty$. A higher barrier alone brings this limit little closer, because $T_p$ then rises almost in proportion to $E$.

\section{Integrating the rate law}

With $dT=\beta\,dt$, division of \eqref{rate} by $\theta^2$ gives
\begin{equation}
\frac1\theta-\frac1{\theta_0}=\frac{\nu}{\beta}I(T),\qquad I(T)=\int_0^Te^{-E/k_BT'}dT'. \label{sol}
\end{equation}
The lower limit should be $T_0$. Replacing it by zero is allowed when $I(T_0)\ll I(T_p)$, which is the meaning of a cold start.

Substitute $u=E/k_BT'$, so that $dT'=-(E/k_B)\,du/u^2$, and then $u=x+q$:
\begin{equation}
I=\frac{E}{k_B}\int_x^\infty\frac{e^{-u}}{u^2}du
=\frac{E}{k_Bx^2}e^{-x}\int_0^\infty\frac{e^{-q}\,dq}{(1+q/x)^2}
=\delta\,e^{-x}g(x), \label{I}
\end{equation}
where $g(x)$ is the last integral and $E/(k_Bx^2)=\delta$. Three properties of $g$ are needed.

First, the integrand lies between 0 and $e^{-q}$ and grows with $x$. Hence $0<g<1$ and $g'(x)>0$.

Second, $(1+q/x)^{-2}=1-2q/x+3q^2/x^2-4q^3/x^3+\dots$ and $\int_0^\infty e^{-q}q^n\,dq=n!$, so
\begin{equation}
g=1-\frac2x+\frac6{x^2}-\frac{24}{x^3}+\dots
\end{equation}
The derivatives of $(1+q/x)^{-2}$ with respect to $q$ alternate in sign for $q>0$. By Taylor's remainder formula, the error of a truncated series is therefore smaller than the first omitted term and has its sign.

Third, write $g=x^2e^xJ$ with $J=\int_x^\infty e^{-u}u^{-2}du$ and $J'=-e^{-x}/x^2$. The product rule gives
\begin{equation}
g'=\Bigl(1+\frac2x\Bigr)g-1=\frac2{x^2}-\frac{12}{x^3}+\dots \label{gp}
\end{equation}

\section{The fraction left at the peak}

Take the logarithm of the rate, $\ln r=\ln\nu+2\ln\theta-E/k_BT$, and differentiate, using $d\theta/dT=-r/\beta$:
\begin{equation}
\frac{d\ln r}{dT}=-\frac{2\nu}{\beta}\theta e^{-x}+\frac1\delta. \label{slope}
\end{equation}
The first term is the loss of partners, the second the growth of the rate constant. They balance at the peak:
\begin{equation}
\frac{\nu}{\beta}\,\delta_pe^{-x_p}=\frac1{2\theta_p}. \label{peak}
\end{equation}
Multiplying \eqref{peak} by $\beta\theta_p^2/\delta_p$ gives the peak rate, $r_p=\beta\theta_p/(2\delta_p)$.

Now multiply \eqref{sol} by $\theta_0$, insert \eqref{I}, and use \eqref{peak}:
\begin{equation}
\frac{\theta_0}{\theta_p}=1+\theta_0\frac{\nu}{\beta}\delta_pe^{-x_p}g(x_p)=1+\frac{\theta_0}{\theta_p}\frac{g(x_p)}2.
\end{equation}
Multiplication by $\theta_p/\theta_0$ and rearrangement give
\begin{equation}
\boxed{\frac{\theta_p}{\theta_0}=1-\frac{g(x_p)}2} \label{half}
\end{equation}
Since $g<1$, the fraction exceeds one half. The series for $g$ gives the first part of \eqref{claim}, with an error between 0 and $12/x_p^3$.

In the opposite limit, $x_p\to0$, $g$ vanishes and the fraction tends to one. The rate constant then hardly grows with temperature, and a small loss of partners is enough to turn the rate down. This is a limit of the equations; a bound layer heated far above $E/k_B$ is not a realistic system.

\section{Why the peak comes slightly before half}

The product form of the first section survives. Set $z=\theta_0(\nu/\beta)I$, so that $y=1/(1+z)$ and $zy=1-y$ as before. Since $e^{-x}=dI/dT$ and $\nu\theta_0=\beta z/I$,
\begin{equation}
r=\nu\theta_0^2y^2\frac{dI}{dT}=\beta\theta_0\,y(1-y)\,\frac{d\ln I}{dT},\qquad
\frac{d\ln I}{dT}=\frac{e^{-x}}{I}=\frac{1}{\delta g}. \label{prod}
\end{equation}
The last factor replaces the constant $1/s$. It equals $(k_B/E)\,x^2/g$, and by \eqref{gp}
\begin{equation}
\frac{d}{dx}\ln\frac{x^2}{g}=\frac2x-\frac{g'}g=\frac1g-1>0 .
\end{equation}
It grows with $x$ and so falls with temperature. At $y=1/2$ the factor $y(1-y)$ is stationary while the other is falling, so the rate is already past its maximum.

The form \eqref{prod} also gives the width. With $\sigma=\ln z$, $y(1-y)=1/[4\cosh^2(\sigma/2)]$. This is half its maximum when $\cosh(\sigma/2)=\sqrt2$, or $\sigma=\pm1.763$. Near the peak $d\sigma/dT=1/(\delta g)=x/(gT)\simeq(x+2)/T$. If the variation of this slope across the peak is neglected, the full width at half maximum is
\begin{equation}
\Delta T\simeq\frac{3.53\,T_p}{x_p+2}. \label{width}
\end{equation}

\section{One peak, and how it shifts}

Let $Q=\theta_0(\nu/\beta)\delta e^{-x}$. Then $\theta=\theta_0/(1+Qg)$, and \eqref{slope} becomes
\begin{equation}
\delta\,\frac{d\ln r}{dT}=1-\frac{2Q}{1+Qg}=\frac{1-Q(2-g)}{1+Qg}.
\end{equation}
Its sign is that of $1-Q(2-g)$. As $T$ rises, $\delta$ and $e^{-x}$ both rise; $x$ falls, so $g$ falls and $2-g$ rises. Hence $Q(2-g)$ increases steadily, from zero to infinity, and passes 1 once. The rate rises before that point and falls after it. The peak temperature solves
\begin{equation}
\frac{\nu\theta_0}{\beta}\,\frac{k_BT_p^2}{E}\,e^{-x_p}\,[2-g(x_p)]=1. \label{Tp}
\end{equation}
For large $x_p$ the bracket may be replaced by 1.

The left side is $\theta_0$ times an increasing function of $T_p$. At fixed $\nu$, $\beta$ and $E$, a larger $\theta_0$ therefore requires a lower $T_p$. For the size of the shift, take the logarithm of \eqref{Tp} and differentiate with respect to $T_p$, using $dx/dT=-x/T$:
\begin{equation}
\frac{d\ln\theta_0}{dT_p}+\frac2{T_p}+\frac{x_p}{T_p}+\frac{x_p}{T_p}\frac{g'}{2-g}=0 .
\end{equation}
The last term is positive because both $-g'$ and $dx/dT$ are negative. Solving,
\begin{equation}
\frac{dT_p}{d\ln\theta_0}=-\frac{T_p}{x_p+2+x_pg'/(2-g)}. \label{shift}
\end{equation}
For $x_p\gg1$ this is $-T_p/x_p=-k_BT_p^2/E$, too large in magnitude by a relative amount of about $2/x_p$.

Equation \eqref{Tp} also gives a way to find $E$. It reads $\ln(\theta_0T_p^2)=\text{const}+x_p-\ln(2-g)$, so a plot against $1/T_p$ has slope
\begin{equation}
\frac{d\ln(\theta_0T_p^2)}{d(1/T_p)}=\frac E{k_B}\Bigl[1+\frac{g'}{2-g}\Bigr]. \label{plot}
\end{equation}
The correction is positive and tends to $2/x_p^2$ for large $x_p$; at smaller $x_p$ it lies below this value.

\section{First order for comparison}

If atoms leave singly, $r=\nu_1\theta e^{-x}$ and $\theta=\theta_0\exp[-(\nu_1/\beta)I]$. The peak condition is $(\nu_1/\beta)\delta_pe^{-x_p}=1$, which does not contain $\theta_0$, and then $\theta_p/\theta_0=e^{-g}$, close to $1/e$. With constant barrier and prefactor, the shift thus distinguishes the pair law from the first-order law.

\section{Numbers: hydrogen on ruthenium}

Take rough, round parameters for hydrogen atoms recombining on ruthenium: $E=1.0$ eV, $\nu=10^{13}$ s$^{-1}$ per ML, $\beta=2$ K/s, $T_0=200$ K. Direct integration of \eqref{rate} gives:

\begin{center}
\begin{tabular}{ccccc}
$\theta_0$ (ML) & $T_p$ (K) & $x_p$ & $\theta_p/\theta_0$ & width (K)\\
0.05 & 401.1 & 28.9 & 0.531 & 45.8\\
0.20 & 383.9 & 30.2 & 0.530 & 42.1\\
0.80 & 368.0 & 31.5 & 0.529 & 38.8
\end{tabular}
\end{center}

Check the last row by hand. At 368.04 K, $\delta_p=11.67$ K and $e^{-31.53}=2.03\times10^{-14}$. With $2-g=2\times0.529=1.058$, the left side of \eqref{Tp} is
\begin{equation}
\frac{10^{13}\times0.8}{2}\times11.67\times2.03\times10^{-14}\times1.058\simeq1.00 .
\end{equation}
The series gives $1/2+1/31.53-3/31.53^2=0.5287$, against 0.5290 integrated. The peak rate is $2\times0.8\times0.529/(2\times11.67)=0.0363$ ML/s, as integrated. Equation \eqref{width} gives 38.7 K. For five coverages from 0.05 to 0.8 ML, the integrated $T_p$ was tested against \eqref{Tp} and agreed within $10^{-3}$ K; the fraction agreed with \eqref{half} within $10^{-5}$.

The start is cold enough. The first kelvin of the ramp contributes $3.3\times10^{-13}$ of $I(T_p)$ at 0.8 ML. Since $g<1$, $I(T_0)<\delta(T_0)e^{-x(T_0)}$ with $\delta(T_0)=3.4$ K, which is less than 3.5 times that contribution.

At 0.2 ML the shift per factor $e$ is $-11.9$ K, both integrated and from \eqref{shift}; the leading form gives $-12.7$ K. From 0.05 to 0.8 ML the peak moves by $-33$ K, close to $-11.9\ln16$ K. The plot \eqref{plot} returns 1.002 eV. Changing the prefactor at $\theta_0=0.5$ ML moves $x_p$ to 10.35, 16.30 and 46.39, and the fraction to 0.576, 0.552 and 0.520: the approach to one half is slow, as $1/x_p$. A first-order law with the same $E$ and a prefactor of $10^{13}$ s$^{-1}$ peaks at 366.2 K for both 0.05 and 0.8 ML, with 0.390 of the atoms left.

\section{When the barrier depends on coverage}

Neighbouring adatoms can repel each other. In mean field the barrier becomes $E-w\theta$. Take $w=0.10$ eV/ML, an assumed rough strength. The peak then moves by a further $-1.7$ K at 0.05 ML and $-25$ K at 0.8 ML, where the fraction rises to 0.606.

The rise can be estimated for weak repulsion. Let $a=w\theta_0/k_BT_p$ and $\tau=(T-T_*)/\delta_p$, and treat the rate constant as locally exponential. With $T_*$ chosen to absorb the constants, $dy/d\tau=-R$ with $R=y^2e^{\tau+ay}$. Separation of variables gives $e^\tau=\int_y^1e^{-ay'}y'^{-2}dy'$. The condition $d\ln R/d\tau=1-(2/y+a)R=0$ gives $R=y/(2+ay)$, so at the peak
\begin{equation}
y^2e^{ay}\int_y^1\frac{e^{-ay'}}{y'^2}dy'=\frac{y}{2+ay}.
\end{equation}
To first order in $a$ this is
\begin{equation}
y(1-y)+ay^2(1-y+\ln y)=\frac y2-\frac{ay^2}4 .
\end{equation}
Set $y=\frac12+\epsilon$. The terms without $a$ combine to $y/2-y^2\simeq-\epsilon/2$; in the others put $y=\frac12$. Then
\begin{equation}
\frac\epsilon2=\frac a4\Bigl(\frac12-\ln2\Bigr)+\frac a{16},\qquad
\epsilon=\Bigl(\frac38-\frac{\ln2}2\Bigr)a\simeq0.028\,a .
\end{equation}
At 0.05 ML, $a=0.15$ and $\epsilon=0.004$; the integrated rise is 0.005. At 0.8 ML, $a=2.7$, where a first-order expansion has no claim to accuracy.

The damage to the energy plot is far greater: it returns 0.51 eV instead of 1.0 eV. The end points show why. The peaks now lie at 399.4 and 343.2 K, so $1/T_p$ spans $4.10\times10^{-4}$ K$^{-1}$ instead of $2.24\times10^{-4}$ K$^{-1}$, while $\ln(\theta_0T_p^2)$ spans nearly the same range, 2.47 instead of 2.60. The mean slope is almost halved. The plot is also strongly curved: neighbouring coverages give 0.83 eV at the low end and 0.31 eV at the high end, so 0.51 eV belongs to this range of coverages only. Within this model the plot is safe when $w\theta_0\ll k_BT_p$ for all the coverages used: the fit gives 0.97 eV when the largest $a$ is 0.1, and 0.92 eV when it is 0.3.

Repulsion also shifts a first-order peak, here by $-21$ K from 0.05 to 0.8 ML. A downward shift alone therefore does not establish second order.

\section{Beside the real surface}

Hydrogen dissociates on clean ruthenium with little or no barrier and is bound by very roughly 1 eV per molecule, so the chosen $E$ and peaks between about 370 and 400 K are in a reasonable regime. The prefactor is much less certain. Since \eqref{Tp} contains only the product $\nu\theta_0$, a tenfold larger $\nu$ at fixed $E$ lowers $T_p$ by 24 to 28 K over the coverages in the table. Of the neglected effects sized here, repulsion is the largest. A prefactor proportional to $T$, matched at 370 K, moves the peaks by at most 0.6 K and raises the plotted energy to 1.03 eV, by about $k_BT_p$. For a 1 cm$^2$ sample pumped at 500 L/s, with unit sticking on empty pairs of sites, readsorption moves the peak by 1.0 K at 0.05 ML and lowers the plotted energy to 0.97 eV. With a chamber of 50 L the pressure lags by 0.2 K. The layer is plausibly well mixed: for a rough hopping barrier of 0.2 eV and an assumed attempt frequency of $10^{13}$ s$^{-1}$, an atom makes between $1\times10^{11}$ and about $2\times10^{11}$ hops while the temperature rises by $\delta_p$. Mixing alone does not fix the factor $\theta^2$. For non-interacting atoms on a lattice, detailed balance makes the rate proportional to the sticking probability times $\theta^2/(1-\theta)^2$. This is $\theta^2$ when sticking falls as $(1-\theta)^2$. If sticking were independent of coverage, the peak would move by $-18$ K at 0.8 ML and the plot would return 0.60 eV, without any repulsion. Ordered adlayers, defects and subsurface hydrogen are left out, and their effect is not estimated. The numerical output below gives the remaining values.

\section*{Table of computed values}
\begin{verbatim}
Barrier E = 1.00 eV, prefactor = 1.0e+13 1/s per ML
Heating rate = 2.0 K/s, start = 200 K
theta0(ML) Tp(K) Tp_simple(K) E/kTp left/theta0 1/2+1/x-3/x^2
0.05 401.06 401.85 28.93 0.5314 0.5310
0.10 392.28 393.02 29.58 0.5308 0.5304
0.20 383.86 384.56 30.23 0.5302 0.5298
0.40 375.79 376.45 30.88 0.5296 0.5292
0.80 368.04 368.66 31.53 0.5290 0.5287
theta0(ML) peak rate(ML/s) FWHM(K) FWHM formula(K)
0.05 0.00192 45.84 45.71
0.10 0.00400 43.92 43.79
0.20 0.00835 42.10 41.99
0.40 0.01741 40.40 40.29
0.80 0.03626 38.79 38.70
Total peak shift, 0.05 to 0.8 ML = -33.02 K
I(first 1 K of ramp)/I(Tp), 0.8 ML = 3.3e-13
dTp/dln(theta0) at 0.2 ML: integrated = -11.890 K
  full formula = -11.890 K, -kTp^2/E = -12.698 K
E from plot of ln(theta0 Tp^2) = 1.0017 eV
Other prefactors, theta0 = 0.5 ML: nu(1/s) Tp(K) E/kTp left/theta0
  1e+03 1121.4 10.35 0.5761
  1e+06 711.7 16.30 0.5522
  1e+20 250.2 46.39 0.5203
First order: Tp = 366.21 K at 0.05 ML, 366.21 K at 0.8 ML
First order: left/theta0 = 0.3898
First order with repulsion: shift 0.05 to 0.8 ML = -21.48 K
Repulsion = 0.10 eV/ML; nu prop. to T fixed at 370 K
Sample 1 cm2, pump 500 L/s, volume 50 L, gas 300 K
Readsorbed/pumped ratio, upper limit = 0.0888
Effect: change of Tp(K) at 0.05, 0.8 ML; left/theta0 at 0.05, 0.8
  repulsion: -1.65, -24.84; 0.5361, 0.6058
  readsorption: +1.01, -0.00; 0.5318, 0.5332
  nu prop. to T: -0.55, +0.41; 0.5300, 0.5279
  E from plot with repulsion = 0.512 eV
  E from plot with readsorption = 0.973 eV
  E from plot with nu prop. to T = 1.034 eV
Pump lag of the pressure peak = 0.20 K
Hops per atom while T rises by kTp^2/E = 1.1e+11 (barrier 0.20 eV, 1e13 1/s)
\end{verbatim}
